# How often is a defect level below the Fermi energy filled?

**Question**

I am stuck on an exercise about defects left by ion implantation. A defect level lies 60 meV below the Fermi energy at 300 K, the degeneracy ratio is one, and I must find the percentage of the time for which the level is occupied.

I have obtained both 8.9 percent and 90.2 percent, depending on how I use the factor \(e^{-60\,\mathrm{meV}/kT}\). I also don't see why a thermal probability should say anything about *time*, or what the degeneracy ratio is a ratio of. Would the answer hold for a real defect in silicon?

**Answer**

**The two charge states**

Suppose the defect can hold either no extra electron or one, with all other charge states too costly in energy to matter. Call these states empty and filled. Let \(g_0\) and \(g_1\) be the numbers of equal-energy quantum states in which the defect is empty and filled. The degeneracy ratio is

\[
r=\frac{g_0}{g_1}.
\]

Let \(E_t\) be the energy needed to place the electron on the defect, measured from the same zero as the Fermi energy \(E_F\). Here \(E_F\) means the chemical potential of the electrons at temperature \(T\).

The rest of the crystal is a reservoir. If the defect is empty, the reservoir has energy \(U\) and \(N\) electrons. If the defect is filled, the reservoir has \(U-E_t\) and \(N-1\). All microstates of the isolated whole are equally likely, so with \(\Omega\) the number of reservoir microstates,

\[
\frac{P_1}{P_0}=\frac{g_1\,\Omega(U-E_t,N-1)}{g_0\,\Omega(U,N)} .
\]

Write \(\Omega=e^{S/k}\), where \(S\) is the reservoir entropy. For a large reservoir, one electron is a small change, and to leading order

\[
S(U-E_t,N-1)-S(U,N)=-E_t\frac{\partial S}{\partial U}-\frac{\partial S}{\partial N}.
\]

At fixed volume \(\partial S/\partial U=1/T\) and \(\partial S/\partial N=-E_F/T\). The difference is therefore \(-(E_t-E_F)/T\), and

\[
\frac{P_1}{P_0}=\frac{1}{r}\,e^{-(E_t-E_F)/kT}.
\]

Define the empty-to-filled odds \(x=P_0/P_1=r\,e^{(E_t-E_F)/kT}\). Since \(P_0+P_1=1\), we have \(P_1(1+x)=1\), so the filled probability is

\[
f=P_1=\frac{1}{1+r\,e^{(E_t-E_F)/kT}} .
\]

The expansion can be tested by counting states with a fixed total number of electrons. I took reservoir levels evenly spaced over 0.8 eV, with half as many electrons as levels, at 300 K and with \(r=1\). The chemical potential was set by requiring the mean occupations to add up to the electron number. The counted occupancy differed from the formula by 0.00267 with 400 levels and by 0.00065 with 1600. The difference shrinks as the reservoir grows.

**The numbers**

"Below the Fermi energy" means \(E_t-E_F=-60\) meV. At 300 K, \(kT=25.852\) meV, so with \(r=1\)

\[
x=e^{-60/25.852}=e^{-2.3209}=0.0982,
\]

\[
f=\frac{1}{1+0.0982}=0.9106 .
\]

The level is filled with a probability of about **91 percent**.

Your 8.9 percent is the probability that the level is *empty*. You get it as an occupancy if the sign of \(E_t-E_F\) is reversed. Your 90.2 percent is \(1-x\), which treats the odds \(x\) as though they were the empty probability. That probability is \(x/(1+x)=0.089\). The correct filled probability exceeds \(1-x\) by

\[
\frac{1}{1+x}-(1-x)=\frac{1-(1-x^2)}{1+x}=\frac{x^2}{1+x}=0.009,
\]

which is negligible for a deeply filled level but visible here.

Some limits help to fix the sign. A level at \(E_F\) has \(f=1/(1+r)\), or one half for \(r=1\). If it lies many \(kT\) below \(E_F\), then \(x\ll1\) and \(f\approx1-x\). If it lies many \(kT\) above, then \(f\approx1/x\), which is small.

**Why this is a fraction of time**

Let an empty defect capture an electron at rate \(c\), and a filled one emit it at rate \(w\), both constant in time. The filled probability \(p\) obeys

\[
\frac{dp}{dt}=c(1-p)-wp=c-(c+w)p .
\]

Setting the derivative to zero gives the steady value \(p_\infty=c/(c+w)\). The solution is

\[
p(t)=p_\infty+[p(0)-p_\infty]e^{-(c+w)t},
\]

so the starting state is forgotten after a few times \(1/(c+w)\).

Now follow one defect. The probability that it is still empty a time \(t\) after becoming empty is \(e^{-ct}\). The mean empty time is thus \(\int_0^\infty e^{-ct}dt=1/c\), and likewise the mean filled time is \(1/w\). Over many cycles the filled fraction of the time is

\[
\frac{1/w}{1/c+1/w}=\frac{c}{c+w}=\frac{1}{1+w/c}.
\]

It remains to show that \(w/c\) equals the thermal odds \(x\). Let the defect exchange electrons with band states at energy \(E>E_t\), with density of states \(D(E)\) and Fermi occupation \(F(E)\). Capture gives the energy \(E-E_t\) to the lattice, and emission takes it back.

For one phonon mode of energy \(\hbar\omega\) and mean occupation \(\bar n\), absorption and emission of a phonon are weighted by \(\bar n\) and \(\bar n+1\). In thermal equilibrium \(\bar n/(\bar n+1)=e^{-\hbar\omega/kT}\). For several phonons these factors multiply, and the energies add up to \(E-E_t\). This takes the phonon frequencies to be the same in both charge states. If \(K(E)\) is the downward coupling per pair of defect states, summing over final defect states gives

\[
c=g_1\int D\,K\,F\,dE,
\]

\[
w=g_0\int D\,K\,(1-F)\,e^{-(E-E_t)/kT}dE .
\]

With \(y=e^{(E-E_F)/kT}\), \(F=1/(1+y)\) and \(1-F=y/(1+y)=yF\). Hence

\[
(1-F)e^{-(E-E_t)/kT}=F\,e^{(E_t-E_F)/kT}.
\]

The last exponential does not depend on \(E\), so it leaves the integral. The remaining integrals are identical and cancel:

\[
\frac{w}{c}=\frac{g_0}{g_1}e^{(E_t-E_F)/kT}=x .
\]

The coupling sets how *fast* the defect switches, but not what fraction of the time it is filled.

As a test, I integrated both rates for \(r=1\) with \(D\propto\sqrt E\) and \(K\propto1+5E/(E+0.05\,\mathrm{eV})\), with \(E\) running from 0 to 1 eV above the band edge. Their ratio was 0.0982, as predicted. A random history of one defect, with that ratio, a capture probability of 0.2 per step and 2,000,000 steps, was filled for a fraction 0.9109 of the steps.

**A silicon example**

Take lightly implanted n-type silicon before annealing, and let the defect be the vacancy-oxygen centre. Its level is roughly 0.17 eV below the conduction-band edge. I choose a Fermi energy 0.110 eV below that edge, so the gap between them is your 60 meV.

With a density-of-states mass of 1.08 electron masses, the effective density of band states is \(N_c=2.816\times10^{19}\) cm\(^{-3}\). The electron density in the Boltzmann approximation is

\[
n\approx N_c e^{-110/25.852}\approx4.0\times10^{17}\ \mathrm{cm^{-3}} .
\]

Full Fermi statistics gives \(3.978\times10^{17}\) cm\(^{-3}\); the Boltzmann value is 0.50 percent higher than this.

For a rough capture cross-section \(\sigma=10^{-14}\) cm\(^2\) and thermal speed \(v=\sqrt{3kT/m}=2.29\times10^7\) cm/s, with the single-valley conductivity mass \(m=0.26\) electron masses rather than the six-valley density-of-states mass,

\[
c=\sigma v n\approx9.1\times10^{10}\ \mathrm{s^{-1}},\qquad
\frac1c\approx11\ \mathrm{ps}.
\]

For \(r=1\), the mean filled time is \(11.0/0.0982\approx112\) ps. The filled fraction is \(112/(112+11)\approx0.91\). Both times scale as \(1/\sigma\), so they are no more certain than the cross-section. The fraction does not depend on it.

The statement about time therefore needs an observation covering many cycles of filling and emptying, each lasting on average \(1/c+1/w\approx123\) ps. The switching broadens the level by about \(\hbar(c+w)=0.066\) meV, which is tiny beside \(kT\).

**Does 91 percent hold for the real centre?**

The assumption \(r=1\) fails first. The empty, neutral vacancy-oxygen centre is a spin singlet. The filled, negative centre has one unpaired electron and two spin states. Counting spin alone, \(r=1/2\), and

\[
f=\frac{1}{1+0.0982/2}=0.953 .
\]

Because \(r\,e^{(E_t-E_F)/kT}=e^{(E_t+kT\ln r-E_F)/kT}\), this is the same as lowering the level by \(kT\ln2=17.9\) meV with \(r=1\). If a quoted level already includes this shift, the factor must not be applied again. Spin is not the only contribution: if vibrational frequencies differ between the two charge states, the ratio of their vibrational partition functions multiplies \(r\). A 10 percent change in a single 30 meV mode alters the odds by about 5 percent, so the effective ratio of the real centre need not be exactly one half.

The comparisons below return to \(r=1\), so that each shows one change from your exercise.

*Error in the level.* Differentiating \(f=(1+x)^{-1}\), with \(dx/dE_t=x/kT\), gives

\[
\frac{df}{dE_t}=-\frac{x}{(1+x)^2kT}=-\frac{f(1-f)}{kT}.
\]

Here this is \(-0.315\) percentage points per meV. A level 50 meV below \(E_F\) is filled 87.4 percent of the time, and one 70 meV below 93.7 percent. An uncertainty of 10 meV thus matters more than the third digit of your answer.

*Electrons taken by the defects.* Each filled centre holds an electron that would otherwise be in the band or on a donor. If the donors have density \(N_D\) and ionized fraction \(\eta\), and the defects have density \(N_t\), charge neutrality reads

\[
\eta N_D=n+N_t f,
\]

with holes neglected. Take phosphorus as a single level \(E_D\) 0.045 eV below the band edge with two spin states when filled, so that \(\eta=1/(1+2e^{(E_F-E_D)/kT})\). The chosen Fermi energy then requires \(N_D=4.62\times10^{17}\) cm\(^{-3}\), of which 86 percent is ionized before defects are added. Adding \(10^{17}\) cm\(^{-3}\) defects at fixed doping and temperature lowers \(E_F\) by 5.7 meV, and \(f\) becomes 89.1 percent. That defect density is more than a fifth of the doping, so it is a heavy load for a layer called lightly implanted. These figures depend on the donor's own degeneracy. If the five further 1s orbitals of isolated phosphorus, about 12 and 13 meV above the ground state, are also counted, the required doping becomes \(6.6\times10^{17}\) cm\(^{-3}\), 60 percent ionized; the added defects then lower \(E_F\) by 4.5 meV and \(f\) is 89.6 percent.

*Temperature.* At 350 K, if the gap is held at 60 meV, \(f\) drops to 88.0 percent. In a sample it is the doping that is fixed. Keeping \(E_F\) 110 meV below the band edge would need

\[
n\approx2.816\times10^{19}\left(\frac{350}{300}\right)^{3/2}e^{-110/30.16}
\approx9\times10^{17}\ \mathrm{cm^{-3}},
\]

which is more electrons than the donors can supply. The Fermi energy must fall. Solving neutrality without added defects puts it 133.8 meV below the edge, only 36 meV above the defect level if that level stays fixed relative to the edge. Then \(f=76.8\) percent (78.0 percent if the higher 1s donor states are counted). Most of the drop comes from the motion of \(E_F\), not from the larger \(kT\) at fixed gap.

*Random donors.* Ionized donors attract the electron and lower nearby defect levels. I sampled independent donor positions with a linearly screened potential, screening length 6.5 nm, and measured each level from its average over sites, which was kept 60 meV below \(E_F\). The mean occupancy is 90.3 percent. The 10th and 90th percentiles among sites are about 86 and 95 percent, so individual defects differ more than the mean suggests.

The mean has to fall in this model. With \(a=e^2/4\pi\varepsilon\) (here \(e\) is the elementary charge), screening length \(\lambda\), and ionized-donor density equal to \(n\), the average attraction is

\[
\int_0^\infty n\,\frac{a}{r'}e^{-r'/\lambda}\,4\pi r'^2dr'=4\pi na\lambda^2=kT,
\]

where the last step uses \(\lambda^2=\varepsilon kT/(e^2n)\). A site with no donor nearby can therefore lie at most about 26 meV above the average level, still below \(E_F\). There \(f\) is a concave function of energy, because its second derivative \(f(1-f)(1-2f)/(kT)^2\) is negative for \(f>1/2\). The average of a concave function is below its value at the average.

**Reading the result for an implanted layer**

The level, phosphorus energy and cross-section above are rough typical values, while the Fermi energy was chosen to match your exercise. A real implanted layer also contains other traps, and its doping and damage vary with depth. Then \(E_F\) relative to the band edge must be found locally, as in the neutrality calculation. The donor model omits impurity-band formation and band-edge narrowing. Its linear screening is also doubtful at this density, because a sphere with a radius of one screening length holds only about half an electron on average. The occupancies it gives are therefore rough estimates. Among the changes sized here, warming to 350 K at fixed doping moves the answer most, by about 14 percentage points for \(r=1\). For \(r=1/2\) the fall is from 95 to 87 percent, about 8 points.

The thermal formula also requires equilibrium. In a depleted region under bias, the electron density and hence \(c\) can become very small. If hole capture and field effects on emission are neglected, a filled defect then empties with the mean time \(1/w\), about 112 ps for these parameters, and does not stay filled 91 percent of the time. At this doping the field is not negligible: an abrupt junction reaches about \(4\times10^5\) V/cm for a one-volt drop, and a rough triangular-barrier estimate of phonon-assisted tunnelling speeds emission by a factor of about 2 to 20, depending on mass and position. The 112 ps is the zero-field value.

The time fraction also matters for migration. If a defect hops at rates \(h_1\) when filled and \(h_0\) when empty, and hopping does not disturb its charge equilibrium, its mean hop rate is \(fh_1+(1-f)h_0\). With your numbers the rare empty state supplies more than half the hops if \(h_0/h_1>f/(1-f)\approx10\). A charge state present 9 percent of the time can therefore control the motion.

The numerical output below lists the main values used here.

## Computed values

```
Temperature: 300 K
Thermal energy kT: 25.852 meV
Level minus Fermi energy: -60 meV
Exponent (E_t-E_F)/kT: -2.3209
Empty-to-filled odds, r=1: 0.0982
Filled probability, r=1: 0.9106 = 91.1 percent
Empty probability, r=1: 8.9 percent
Wrong-sign answer: 8.9 percent
Wrong answer 1-odds: 90.2 percent
Canonical count, r=1, 1600 levels: 0.9098
  difference from formula, 400 levels: 0.00267
  difference from formula, 1600 levels: 0.00065
Canonical count, r=1/2, 1600 levels: 0.9528
  difference from formula, 400 levels: 0.00164
  difference from formula, 1600 levels: 0.00040
Emission/capture ratio from band integral: 0.0982
Time fraction in random history: 0.9109
Steps in random history: 2000000
Occupancy slope: -0.315 percentage points/meV
Fermi energy from conduction edge: -0.110 eV
Defect level from conduction edge: -0.170 eV
Donor level from conduction edge: -0.045 eV
Density-of-states mass: 1.08 electron masses
Mass for thermal speed: 0.26 electron masses
Relative permittivity: 11.7
Band effective density at 300 K: 2.816e+19 cm^-3
Electron density: 3.978e+17 cm^-3
Boltzmann density excess: 0.50 percent
Phosphorus density: 4.621e+17 cm^-3
Ionized donor fraction: 0.861
Capture cross-section: 1.0e-14 cm^2
Thermal speed: 2.29e+07 cm/s
Mean empty time: 11.0 ps
Mean filled time: 111.8 ps
Lifetime broadening: 0.066 meV
Filled, r=1/2: 95.3 percent
Level shift equivalent to r=1/2: -17.9 meV
Filled, level 50 meV below E_F: 87.4 percent
Filled, level 70 meV below E_F: 93.7 percent
Added defect density: 1.0e+17 cm^-3
Fermi shift from added defects: -5.66 meV
Filled with added defects: 89.1 percent
Higher temperature: 350 K
Fermi energy at higher temperature: -0.1338 eV
Filled at higher T, gap kept 60 meV: 88.0 percent
Filled at higher T, doping fixed: 76.8 percent
Screening length: 6.48 nm
Mean filled with random donors: 90.3 percent
Site occupancy, 10th percentile: 86.3 percent
Site occupancy, 90th percentile: 95.0 percent
```
